Where the linear screening law of a two-dimensional layer fails

**Question**

I am computing excitons in a single layer from a screened electron-hole attraction. My dielectric function is ε(q) = 1 + r0 q, with r0 taken from the layer's in-plane polarizability, and I use it at every q. A colleague objects that a real layer has a thickness d, so that ε(q) must peak near q = 1/d and then return to one, and that my compact excitons are therefore wrong. But a thick slab is just a piece of bulk dielectric. Why should its screening disappear at short wavelength? And if the line is wrong, are my binding energies too small or too large?

**Answer**

The line describes only the small-q limit (with slope exactly r0 when the layer polarizes in-plane only), so your colleague is right to object. Your doubt is also justified: thickness alone bends the line into a plateau. The return to one has a different cause, the loss of polarizability at short wavelength. For the model layer below, with electron and hole spread over its full thickness, your law overbinds all three excitons computed. That sign is not general: it can reverse when the carriers sit closer to the mid-plane or the layer parameters differ. A model in which each effect can be switched on separately shows all this.

**The layer and its bare interaction**

I use Hartree atomic units, Gaussian electrostatics, static screening in the random-phase approximation, and a free-standing layer. The electron, the hole and the induced charge all have the same box profile across the layer, ρ(z) = 1/d. Freezing the induced charge into this profile is an approximation, checked below.

A charge sheet at z′ that varies as exp(iq·r) produces at height z the potential (2π/q) exp(−q|z − z′|) per unit charge amplitude. Averaging over both profiles gives v(q) = (2π/q) F, where

F = (1/d²) ∫∫ exp(−q|z − z′|) dz dz′.

The separation t = |z − z′| occurs with weight 2(d − t), so

F = (2/d²) ∫₀ᵈ (d − t) exp(−qt) dt.

With u = qd, the first term of the integral is u(1 − e⁻ᵘ)/q² and the second is [1 − (1 + u)e⁻ᵘ]/q². In their difference the terms u e⁻ᵘ cancel:

F = 2(u − 1 + e⁻ᵘ)/u².

For small u this is 1 − u/3 + u²/12 − …; for large u it approaches 2/u.

**Screening**

Let φ be the profile-averaged total potential and α(q) the in-plane polarizability per area. The polarization is −α∇φ, and the induced charge is minus its divergence, α∇²φ = −q²αφ. With an external charge amplitude σ,

φ = v(σ − q²αφ), hence φ = vσ/(1 + q²αv).

The effective dielectric function is the ratio of the bare to the screened potential, vσ/φ:

ε(q) = 1 + q²αv = 1 + 2πα(q) q F.

Writing r0 = 2πα(0) and a(q) = α(q)/α(0),

ε(q) = 1 + r0 q F(qd) a(q).

The line follows if both F and a are replaced by one. F carries the thickness, and a carries the internal response of the material.

**What thickness does alone**

Set a = 1. At small q,

ε = 1 + r0 q (1 − qd/3 + …),

so the line is already too high at second order in q. For the whole curve, write

q F = (2/d)[1 − (1 − e⁻ᵘ)/u].

The fraction (1 − e⁻ᵘ)/u equals ∫₀¹ e^(−ut) dt, which falls steadily as u grows. Therefore ε rises steadily, without a peak, towards

ε → 1 + 2r0/d = 1 + 4πα(0)/d.

This is the in-plane dielectric constant of a bulk medium with polarizability α(0)/d per volume. At wavelengths much shorter than d the field lines stay inside the layer, and the charges see bulk.

A classical slab without the frozen profile tends to the same plateau. Its potential obeys

ε⊥ φ″ − ε∥ q² φ = −4πρ.

At large q, away from the faces, the derivative term is negligible, so φ ≈ 4πρ/(ε∥q²). The bare potential is 4πρ/q², and the ratio is ε∥. In the numerical tests the slab curve rose steadily to the plateau, for ε⊥ = 1 and for ε⊥ = ε∥. (A weakly screening slab with ε⊥ far above ε∥ can overshoot slightly, by 0.6% for ε∥ = 1.5 and ε⊥ = 10.) For the parameters used below, and with in-plane polarization only, the frozen profile differs from the slab by at most 0.9% of ε. Out-of-plane polarization, which the frozen model omits, also screens the potential drop inside the layer, and this raises the initial slope of ε somewhat above r0. The 0.9% does not cover that case, and the binding energies below leave this extra screening out; it weakens the attraction in the layer further.

**What brings ε back to one**

A polarizability that is the same at every q cannot describe electrons bound over a finite length. Take N electrons per area, each in an in-plane harmonic well of frequency ω0, and average over the well positions, which leaves out local fields on the scale of a unit cell. The length of the well is ℓ = 1/√ω0.

Apply the potential energy λ cos(qx) to an electron whose well is centred at X, so that x = X + ξ. First-order perturbation theory changes its mean value of cos(qx) by

−2λ Σₙ |⟨n|cos(qX + qξ)|0⟩|²/(nω0), n ≥ 1.

Averaging over X turns the squared matrix element into |⟨n|exp(iqξ)|0⟩|²/2. A continuous density response χλ cos(qx) has the projection χλ/2 per area on the same cosine. Equating this to N times the averaged change gives

χ = −(2N/ω0) Σₙ |⟨n|exp(iqξ)|0⟩|²/n.

The electron's charge enters twice, in its potential energy −φ and in its charge density, so the signs cancel and the induced charge is χφ. Comparison with −q²αφ gives α = −χ/q².

For the matrix elements, write ξ = (ℓ/√2)(b + b†) and s = q²ℓ²/2. Separating the exponentials of b† and b gives

exp(iqξ)|0⟩ = e^(−s/2) exp(i√s b†)|0⟩,

so the squared matrix elements are e⁻ˢ sⁿ/n!. Using 2/q² = ℓ²/s = 1/(ω0 s),

α(q) = (N/ω0²) a(q), a(q) = (e⁻ˢ/s) Σₙ sⁿ/(n·n!), r0 = 2πN/ω0².

A direct calculation of an oscillator in a weak static field agrees with this a(q).

At small s, a = (1 − s + …)(1 + s/4 + …) = 1 − 3s/4 + …. At large s the weights e⁻ˢsⁿ/n! concentrate around n = s, so the mean of 1/n tends to 1/s and a → 1/s² = 4ω0²/q⁴. With F → 2/(qd),

ε − 1 → r0 q · 2/(qd) · 4ω0²/q⁴ = 16πN/(d q⁴).

The frequency ω0 has cancelled. The typical excitation energy is sω0 = q²/2, the kinetic energy of a free electron given momentum q. At short wavelength this cost limits the response, and the binding no longer matters. Since ε − 1 is positive and vanishes at both ends, there must be a maximum between them.

**Where the peak lies**

For d much larger than ℓ, the peak falls where qd is large and qℓ is small. There qF ≈ (2/d)[1 − 1/(qd)] and a ≈ 1 − 3q²ℓ²/8, so to leading order

ε − 1 ≈ (2r0/d)[1 − 1/(qd) − 3q²ℓ²/8].

Setting the derivative to zero gives 1/(q²d) = 3qℓ²/4, or

q³ = 4/(3dℓ²).

This is consistent with the assumption: qd grows as (d/ℓ)^(2/3), while qℓ falls as (ℓ/d)^(1/3). The peak moves as d^(−1/3), not as 1/d. The factor 4/3 belongs to this model, with its frozen box profile and harmonic wells.

**A layer with numbers**

Take d = 6 bohr, N = 0.40 per bohr² and ω0 = 0.45 hartree, as round model parameters. Then ℓ = 1.49 bohr, and

r0 = 2π × 0.40/0.45² = 12.41 bohr (6.57 Å),

plateau = 1 + 2 × 12.41/6 = 5.14.

At q = 0.5 bohr⁻¹, F = 0.4555 and a = 0.8135, so

ε = 1 + 12.41 × 0.5 × 0.4555 × 0.8135 = 3.30.

The line gives 7.21 there, and thickness alone gives 3.83. At q = 2 bohr⁻¹ the three values are 1.25 (full), 25.8 (line) and 4.79 (thickness alone). The line is already 10% above the full ε at q = 0.093 bohr⁻¹.

The peak is at q = 0.492 bohr⁻¹ (0.930 Å⁻¹), with height 3.30. There qd = 2.95, so "near inverse thickness" holds only as an order of magnitude. With N and ω0 kept fixed, qd at the peak is 1.8 for d = 3 bohr, 7.4 for 24 bohr and 18 for 96 bohr. No fixed multiple of 1/d describes these layers. The thick-layer law is 6% low at d = 6 bohr and 2% low at 96 bohr. Its closer agreement at 3 bohr lies outside its regime and should not be counted as support.

**What the exciton feels**

The attraction is −v/ε. Dividing numerator and denominator by F,

W(q) = −2π/{q[1/F + r0 q a]}.

Your version, with point charges in a plane and the linear ε, is

W_line(q) = −2π/{q[1 + r0 q]}.

It contains two errors of opposite sign. It overscreens, because the linear ε drops the factor F a < 1. It also omits the softening of the bare attraction by the factor F < 1. In the brackets the two appearances of F combine into the single term 1/F > 1, which weakens the true attraction, while a < 1 strengthens it.

At small q the second error wins. There 1/F ≈ 1 + qd/3, while a differs from one only at order q², so the true attraction is weaker than yours. To this order the bracket is 1 + (r0 + d/3)q. A linear law with a longer screening length, here 12.4 + 2.0 = 14.4 bohr, would therefore absorb the effect for large excitons.

At large q, 1/F → qd/2 and r0 q a → 0, so W → −4π/(dq²), against −2π/(r0q²) for the line. The ratio of the true attraction to yours tends to 2r0/d, so the true one ends up stronger only if 2r0 > d; here the factor is 4.1. In this layer the two attractions are equal at q ≈ 0.51 bohr⁻¹. If a were one at all q, the bracket 1/F + r0 q would never be smaller than 1 + r0 q, and the true attraction would never become the stronger one. The reversal therefore needs the decay of the polarizability.

For the binding energies I use parabolic bands with reduced mass μ, a fixed gap and no electron-hole exchange:

[−∇²/(2μ) + W(r)]ψ = Eψ, with binding energy −E.

The ground-state binding energies in eV, in the order full model, a = 1, linear ε with the true F, and your law, are:

μ = 0.05 mₑ: 0.882, 0.880, 0.836, 0.947
μ = 0.25 mₑ: 1.800, 1.771, 1.575, 1.955
μ = 1.00 mₑ: 2.952, 2.750, 2.254, 3.091

The rms electron-hole distances in the full model are 26.8, 9.6 and 4.0 bohr.

The third column isolates the error in ε, since its bare attraction is correct. Relative to the full binding, it is low by 5%, 13% and 24%. The linear ε does hurt compact excitons more. For the most compact one, the total loss is 2.952 − 2.254 = 0.698 eV. Replacing the line by the plateau curve restores 2.750 − 2.254 = 0.496 eV of it, and the decay of a(q), which acts partly below the peak and causes the return to one beyond it, supplies the remaining 0.20 eV. This split belongs to the order taken, thickness first; F and a multiply in ε, so their shares are not additive. For the largest exciton the whole decay of a(q), below and beyond the peak together, is worth only 0.3% of the binding.

The reason can be read from the wavevectors involved. The interaction energy is an integral over q of W(q) times the Fourier transform of |ψ|². Half of it comes from below q = 0.031, 0.067 and 0.134 bohr⁻¹ for the three masses, but much of that range is where all the laws nearly agree. What counts is the change in W. Weighted with the full-model state, half of the difference between the full ε and the linear ε comes from below q = 0.089, 0.19 and 0.42 bohr⁻¹. For the two larger excitons it lies mostly below the peak, where the bending of the line dominates. For the compact one 43% of it, and about three quarters of the part due to a(q), comes from beyond the peak.

Your law, the fourth column, overbinds in all three cases, by 7.3%, 8.6% and 4.7% of the full binding. The error is not monotonic. This fits the comparison of the two attractions: their relative difference starts as −qd/3, must turn round, and vanishes at 0.51 bohr⁻¹, so a shrinking exciton first samples more of the deficit and then some of the excess beyond it. The error changes sign at μ = 1.67 mₑ, where the rms distance is 2.8 bohr. This mass belongs to the frozen profile; out-of-plane polarization, by weakening the attraction in the layer, moves it higher. An exciton that small is comparable to a unit cell, and parabolic bands and cell-averaged screening are then poor approximations. The 4.0 bohr exciton at μ = 1.00 mₑ is hardly larger, so the same caution applies to its numbers. Take the sign change as a trend of the screening, not as a prediction for a material. The sign of the error also depends on the assumptions. If the electron and hole occupy only the central half of the layer while the induced charge still fills it, their bare attraction is softened less, and your law underbinds by 1.5%, 13% and 37% for the three masses; in an isotropic slab with ε∥ = ε⊥ = 1 + (2r0/d) a(q) the same carriers give errors of +8%, +7% and −8%. With the full profile but d = 11.6 bohr, r0 = 78 bohr and ω0 = 0.08 hartree, the sign changes at μ = 0.45 mₑ and an rms distance of 14 bohr. For a real layer the sign has to be computed from its own carrier profile and response.

**What to change in your calculation**

Replace the bare interaction and the dielectric function together. If you insert the improved ε but keep the point-charge interaction 2π/q, you remove the overscreening and leave the missing factor F uncorrected. Since F < 1, the attraction is then too strong at every finite q. The small error of your present law for the compact exciton is a partial cancellation: the linear ε alone costs 24% of the binding, and the unsoftened bare attraction more than makes up for it.

For a real layer, F and a(q) should come from its own charge profile and its computed response. The position and height of the peak will differ from those found here, because both depend on the two lengths and on how charges are averaged across the layer, and the height also depends on r0, to which ε − 1 is proportional in the frozen-profile model. The numerical output gives further values of F, a and the three dielectric functions.

Table of computed values

```
thickness d = 6.0 bohr
electron density N = 0.40 per bohr^2
oscillator frequency w0 = 0.45 hartree
oscillator length l = 1.491 bohr
screening length r0 = 12.411 bohr = 6.568 angstrom
plateau from thickness alone = 5.137
frozen profile, largest error vs slab = 0.86 %
line 10 % too high at q = 0.0934 1/bohr
peak at q = 0.4919 1/bohr = 0.9295 1/angstrom
peak height eps = 3.300
linear law at the peak = 7.105
tail / (16 pi N/(d q^4)) at q = 60 1/bohr: 0.9975
q (1/bohr): F, a, eps linear, thickness only, full
0.01: 0.9803, 0.9999, 1.124, 1.122, 1.122
0.05: 0.9071, 0.9979, 1.621, 1.563, 1.562
0.10: 0.8267, 0.9917, 2.241, 2.026, 2.018
0.20: 0.6961, 0.9673, 3.482, 2.728, 2.671
0.50: 0.4555, 0.8135, 7.206, 3.827, 3.300
1.00: 0.2779, 0.4489, 13.411, 4.449, 2.548
2.00: 0.1528, 0.0655, 25.822, 4.792, 1.248
5.00: 0.0644, 0.0013, 63.056, 4.999, 1.005
d (bohr): peak q (1/bohr), peak q*d, thick-layer law (1/bohr)
3: 0.5886, 1.766, 0.5848
6: 0.4919, 2.951, 0.4642
12: 0.3931, 4.717, 0.3684
24: 0.3071, 7.371, 0.2924
96: 0.1879, 18.038, 0.1842
binding (eV): full, thickness only, linear eps, strict law
mu = 0.05 m_e: 0.8820, 0.8796, 0.8364, 0.9466
mu = 0.25 m_e: 1.7999, 1.7710, 1.5748, 1.9554
mu = 1.00 m_e: 2.9515, 2.7502, 2.2537, 3.0910
full model: rms distance (bohr), median q (1/bohr)
mu = 0.05 m_e: 26.793, 0.0312
mu = 0.25 m_e: 9.614, 0.0674
mu = 1.00 m_e: 4.034, 0.1345
binding error (%): linear eps, strict law
mu = 0.05 m_e: -5.17, +7.32
mu = 0.25 m_e: -12.51, +8.64
mu = 1.00 m_e: -23.64, +4.73
full attraction exceeds strict law above q = 0.511 1/bohr
strict law changes sign of error at mu = 1.672 m_e
rms distance there = 2.805 bohr
```
